# Keating's elastic ratio and the measured stiffness of silicon: test program

```python
"""
Result under test: for the diamond lattice with Keating's two-constant energy,
    R = 2 C44 (C11 + C12) / [(C11 - C12)(C11 + 3 C12)] = 1,
and for silicon constants 165.7, 63.9, 79.6 GPa, R is within 1% of 1.
alpha, beta : bond-stretching and angle-bending constants (N/m)
kappa       : optional second-neighbour spring constant (N/m)
a           : cubic lattice constant (nm);  N/m divided by nm is GPa
zeta        : internal-strain parameter, sublattice shift = -zeta*gamma*a/4
Strains are in Voigt order xx, yy, zz, yz, xz, xy with engineering shears.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

N = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]], float)
PAIRS = list(itertools.combinations(range(4), 2))
a = const.physical_constants["lattice parameter of silicon"][0] * 1e9
mass = 28.0855 * const.atomic_mass
C11, C12, C44 = 165.7, 63.9, 79.6


def ratio(c11, c12, c44):
    return 2 * c44 * (c11 + c12) / ((c11 - c12) * (c11 + 3 * c12))


def keating_constants(alpha, beta):
    return np.array([(alpha + 3 * beta) / a, (alpha - beta) / a,
                     4 * alpha * beta / (a * (alpha + beta))])


def energy_density(x, alpha, beta, kappa):
    """Full nonlinear energy per volume (GPa); x = 6 strains, 3 shifts / a."""
    e = x[:6]
    strain = np.array([[e[0], e[5] / 2, e[4] / 2],
                       [e[5] / 2, e[1], e[3] / 2],
                       [e[4] / 2, e[3] / 2, e[2]]])
    rest = a / 4 * N
    bonds = rest @ (np.eye(3) + strain) + a * x[6:]
    change = bonds @ bonds.T - rest @ rest.T
    pref = 3 / (8 * (3 * a**2 / 16))
    energy = pref * alpha * np.sum(np.diag(change)**2)
    for i, j in PAIRS:
        energy += 2 * pref * beta * change[i, j]**2   # angles at both atoms
        length = np.linalg.norm(bonds[i] - bonds[j])
        length0 = np.linalg.norm(rest[i] - rest[j])
        energy += 2 * 0.5 * kappa * (length - length0)**2
    return energy / (a**3 / 4)


def numerical_elasticity(alpha, beta, kappa=0.0, h=1e-4):
    """Relaxed 6x6 matrix, clamped C44 and zeta from finite differences."""
    hess = np.zeros((9, 9))
    unit = np.eye(9) * h
    for i in range(9):
        for j in range(i, 9):
            val = sum(si * sj * energy_density(si * unit[i] + sj * unit[j],
                                               alpha, beta, kappa)
                      for si in (1, -1) for sj in (1, -1))
            hess[i, j] = hess[j, i] = val / (4 * h**2)
    response = -np.linalg.solve(hess[6:, 6:], hess[6:, :6])
    relaxed = hess[:6, :6] + hess[:6, 6:] @ response
    return relaxed, hess[5, 5], -4 * response[2, 5]


def phonon_stiffness(qvec, alpha, beta):
    """Eigenvalues of mass*omega^2 (N/m); qvec in units of 2 pi / a."""
    b = a / 4 * N
    phase = np.exp(2j * np.pi * (N @ np.array(qvec, float)) / 4)
    pref = 3 / (8 * (3 * a**2 / 16))
    D = np.zeros((6, 6), complex)

    def add(g, k):
        D[:] += 2 * k * np.outer(g.conj(), g)

    for i in range(4):
        add(np.concatenate([-2 * b[i], 2 * b[i] * phase[i]]), pref * alpha)
    for i, j in PAIRS:
        # angle centred on the first sublattice
        add(np.concatenate([-(b[i] + b[j]),
                            b[j] * phase[i] + b[i] * phase[j]]), pref * beta)
        # angle centred on the second sublattice, bonds reversed
        add(np.concatenate([-(b[j] * phase[i].conj() + b[i] * phase[j].conj()),
                            b[i] + b[j]]), pref * beta)
    return np.linalg.eigvalsh(D)


# Keating constants of silicon from C11 and C12
alpha = a * (C11 + 3 * C12) / 4
beta = a * (C11 - C12) / 4
zeta = (alpha - beta) / (alpha + beta)

# Elastic matrix from the nonlinear energy, against the derived formulas
worst = 0.0
for al, be in [(alpha, beta), (30., 25.), (60., 5.), (10., 20.)]:
    M, clamped, z = numerical_elasticity(al, be)
    c = keating_constants(al, be)
    cubic = np.zeros((6, 6))
    cubic[:3, :3] = c[1]
    cubic[range(3), range(3)] = c[0]
    cubic[range(3, 6), range(3, 6)] = c[2]
    assert np.allclose(M, cubic, rtol=1e-5, atol=1e-4)
    assert abs(clamped / ((al + be) / a) - 1) < 1e-5
    assert abs(z - (al - be) / (al + be)) < 1e-5
    R_num = ratio(M[0, 0], M[0, 1], M[3, 3])
    worst = max(worst, abs(R_num - 1))
assert worst < 1e-5

# Same constants from sound speeds; dispersion leaves an error of order (qa)^2
c11k, c12k, c44k = keating_constants(alpha, beta)
q = 0.005
mod100 = 8 * phonon_stiffness([q, 0, 0], alpha, beta)[:3] / (
    a * (2 * np.pi * q)**2)
mod110 = 8 * phonon_stiffness([q, q, 0], alpha, beta)[:3] / (
    a * (2 * np.pi * q)**2 * 2)
assert np.allclose(mod100, [c44k, c44k, c11k], rtol=1e-3)
assert np.allclose(mod110, sorted([(c11k - c12k) / 2, c44k,
                                   (c11k + c12k + 2 * c44k) / 2]), rtol=1e-3)

# Short-wave modes
gam = phonon_stiffness([0, 0, 0], alpha, beta)
xpt = phonon_stiffness([1, 0, 0], alpha, beta)
assert np.allclose(gam[3:], 8 * (alpha + beta), rtol=1e-9)
assert np.allclose(xpt[:2], 8 * beta, rtol=1e-9)
f_opt = np.sqrt(gam[5] / mass) / (2 * np.pi) / 1e12
f_tax = np.sqrt(xpt[0] / mass) / (2 * np.pi) / 1e12

# The silicon ratio and its sensitivity to each constant
R = ratio(C11, C12, C44)
assert abs(R - 1) < 0.01
s11 = C11 * (1 / (C11 + C12) - 1 / (C11 - C12) - 1 / (C11 + 3 * C12))
s12 = C12 * (1 / (C11 + C12) + 1 / (C11 - C12) - 3 / (C11 + 3 * C12))
s44 = 1.0
base = np.array([C11, C12, C44])
for k, s in enumerate((s11, s12, s44)):
    up, down = base.copy(), base.copy()
    up[k] *= 1 + 1e-5
    down[k] *= 1 - 1e-5
    slope = (np.log(ratio(*up)) - np.log(ratio(*down))) / 2e-5
    assert abs(slope - s) < 1e-6
assert abs(s11 + s12 + s44) < 1e-12

# Rounding of the inputs: half a unit in the last digit, whole box sampled
d = np.linspace(-0.05, 0.05, 11)
box = [ratio(C11 + x, C12 + y, C44 + z) for x in d for y in d for z in d]
assert max(abs(np.array(box) - 1)) < 0.01

# Second-neighbour spring that lets the model fit all three constants
add_k = np.array([4., 2., 2.]) / a
kappa = brentq(lambda k: ratio(*(base - k * add_k)) - 1, 0, 3)
r11, r12, r44 = base - kappa * add_k
alpha2, beta2 = a * (r11 + 3 * r12) / 4, a * (r11 - r12) / 4
M2 = numerical_elasticity(alpha2, beta2, kappa)[0]
assert np.allclose([M2[0, 0], M2[0, 1], M2[3, 3]], base, rtol=1e-5)
M3 = numerical_elasticity(alpha, beta, 0.01 * alpha)[0]
R_spring = ratio(M3[0, 0], M3[0, 1], M3[3, 3])
assert abs(R_spring - 1) > 1e-3      # the identity fails with this extra force

# Rough temperature coefficients (1/K) and a 100 K rise
tc = np.array([-7e-5, -9e-5, -6e-5])
rise = 100.0
R_hot = ratio(*(base * (1 + tc * rise)))


# Heavy n-type doping: C11-C12 softens, bulk modulus and C44 stay fixed
def doped(soft):
    drop = soft * (C11 - C12)
    return ratio(C11 - 2 * drop / 3, C12 + drop / 3, C44)


soft_rough = 0.02
R_doped = doped(soft_rough)
soft_limit = brentq(lambda s: doped(s) - 1.01, 0, 0.05)

print(f"C11, C12, C44 given: {C11}, {C12}, {C44} GPa")
print(f"lattice constant a: {a:.4f} nm")
print(f"atomic mass: {mass / const.atomic_mass:.4f} u")
print(f"C11+C12: {C11 + C12:.1f} GPa")
print(f"C11-C12: {C11 - C12:.1f} GPa")
print(f"C11+3 C12: {C11 + 3 * C12:.1f} GPa")
print(f"numerator 2 C44 (C11+C12): {2 * C44 * (C11 + C12):.2f} GPa^2")
print(f"denominator: {(C11 - C12) * (C11 + 3 * C12):.2f} GPa^2")
print(f"ratio R: {R:.5f} (dimensionless)")
print(f"departure R-1: {100 * (R - 1):.3f} percent")
print(f"inverse ratio 1/R: {1 / R:.5f} (dimensionless)")
print(f"alpha: {alpha:.2f} N/m")
print(f"beta: {beta:.2f} N/m")
print(f"beta/alpha: {beta / alpha:.3f} (dimensionless)")
print(f"internal-strain parameter zeta: {zeta:.3f} (dimensionless)")
print(f"C44 predicted by Keating: {c44k:.2f} GPa")
print(f"C44 given minus predicted: {C44 - c44k:.2f} GPa")
print(f"C44 with sublattices clamped: {(alpha + beta) / a:.1f} GPa")
print(f"largest |R-1| from numerical energy, 4 models: {worst:.1e}")
print(f"sound-speed moduli along [100]: {mod100[0]:.2f}, "
      f"{mod100[2]:.2f} GPa")
print(f"log sensitivities to C11, C12, C44: {s11:.3f}, {s12:.3f}, "
      f"{s44:.3f}")
print(f"R over input rounding: {min(box):.4f} to {max(box):.4f}")
print(f"second-neighbour kappa fitting all three: {kappa:.3f} N/m")
print(f"alpha, beta in that fit: {alpha2:.2f}, {beta2:.2f} N/m")
print(f"kappa/alpha in that fit: {100 * kappa / alpha2:.2f} percent")
print(f"R of Keating model plus kappa = 1% of alpha: {R_spring:.5f}")
print(f"zone-centre optical frequency in model: {f_opt:.2f} THz")
print(f"transverse acoustic frequency at X in model: {f_tax:.2f} THz")
print(f"rough temperature coefficients C11, C12, C44: "
      f"{tc[0] * 1e6:.0f}, {tc[1] * 1e6:.0f}, {tc[2] * 1e6:.0f} ppm/K")
print(f"R after a rise of {rise:.0f} K: {R_hot:.5f}")
print(f"rough doping softening of C11-C12: {100 * soft_rough:.0f} percent")
print(f"R with that softening: {R_doped:.4f}")
print(f"softening at which R reaches 1.01: {100 * soft_limit:.2f} percent")
print("verified")
```

Printed output:

```
C11, C12, C44 given: 165.7, 63.9, 79.6 GPa
lattice constant a: 0.5431 nm
atomic mass: 28.0855 u
C11+C12: 229.6 GPa
C11-C12: 101.8 GPa
C11+3 C12: 357.4 GPa
numerator 2 C44 (C11+C12): 36552.32 GPa^2
denominator: 36383.32 GPa^2
ratio R: 1.00464 (dimensionless)
departure R-1: 0.464 percent
inverse ratio 1/R: 0.99538 (dimensionless)
alpha: 48.53 N/m
beta: 13.82 N/m
beta/alpha: 0.285 (dimensionless)
internal-strain parameter zeta: 0.557 (dimensionless)
C44 predicted by Keating: 79.23 GPa
C44 given minus predicted: 0.37 GPa
C44 with sublattices clamped: 114.8 GPa
largest |R-1| from numerical energy, 4 models: 4.4e-07
sound-speed moduli along [100]: 79.23, 165.70 GPa
log sensitivities to C11, C12, C44: -1.370, 0.370, 1.000
R over input rounding: 1.0033 to 1.0060
second-neighbour kappa fitting all three: 0.676 N/m
alpha, beta in that fit: 46.84, 13.48 N/m
kappa/alpha in that fit: 1.44 percent
R of Keating model plus kappa = 1% of alpha: 1.00330
zone-centre optical frequency in model: 16.46 THz
transverse acoustic frequency at X in model: 7.75 THz
rough temperature coefficients C11, C12, C44: -70, -90, -60 ppm/K
R after a rise of 100 K: 1.00491
rough doping softening of C11-C12: 2 percent
R with that softening: 1.0202
softening at which R reaches 1.01: 0.70 percent
verified
```
